# Mean Residence Time and Diffusion Through Traps with a Common Saddle: a program that tests the result

```python
"""Random traps with a common saddle level: D = a^2 / (2 d <tau>).

a: hop length; d: dimension; tau_i: mean residence time at site i;
<tau>: plain average over sites. All exits of a site have equal rates.
D is computed independently from the slow eigenvalue of the hopping
generator at small wavevector q, lambda(q) = D q^2 + O(q^4).
Lattice tests use a = 1 and the ordinary-site residence time as unit.
On irregular networks the average is weighted by coordination.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import k as k_boltzmann, e as electron_charge

KB = k_boltzmann / electron_charge          # eV/K
rng = np.random.default_rng(12)


def lattice_bonds(shape):
    """Each bond once: tail site, head site, displacement vector."""
    index = np.arange(np.prod(shape)).reshape(shape)
    tails, heads, steps = [], [], []
    for axis in range(len(shape)):
        tails.append(index.ravel())
        heads.append(np.roll(index, -1, axis=axis).ravel())
        step = np.zeros((index.size, len(shape)))
        step[:, axis] = 1.0
        steps.append(step)
    return np.concatenate(tails), np.concatenate(heads), np.vstack(steps)


def generator(bonds, weight, q, conductance=None):
    """M in dP/dt = -M P; rate i->j is conductance_ij / weight_i."""
    tail, head, step = bonds
    g = np.ones(len(tail)) if conductance is None else conductance
    phase = np.exp(1j * step @ q)
    M = np.zeros((len(weight), len(weight)), dtype=complex)
    np.add.at(M, (tail, tail), g / weight[tail])
    np.add.at(M, (head, head), g / weight[head])
    np.add.at(M, (head, tail), -g / weight[tail] * phase)
    np.add.at(M, (tail, head), -g / weight[head] * phase.conj())
    return M


def diffusivity(bonds, weight, shape, axis=0, conductance=None):
    """Slow-mode curvature with removal of the q^4 term."""
    root = np.sqrt(weight)
    values = []
    for q_length in (0.04, 0.02):
        q = np.zeros(len(shape))
        q[axis] = q_length / shape[axis]
        M = generator(bonds, weight, q, conductance)
        H = M * root[None, :] / root[:, None]
        values.append(np.linalg.eigvalsh(H)[0] / q[axis] ** 2)
    return (4 * values[1] - values[0]) / 3


# Worked-example parameters
hop_nm, attempt, barrier, depth, fraction = 0.5, 1e13, 1.0, 0.5, 0.05
T_main = 1200.0
shapes = [(100,), (10, 10), (4, 5, 5)]
n_sites = 100
trap = np.zeros(n_sites, dtype=bool)
trap[rng.choice(n_sites, int(round(fraction * n_sites)), replace=False)] = True


def relative_times(T):
    return np.where(trap, np.exp(depth / (KB * T)), 1.0)


print("INPUT: hop length = %.2f nm, prefactor = %.1e 1/s per passage"
      % (hop_nm, attempt))
print("INPUT: ordinary barrier = %.2f eV, extra trap depth = %.2f eV"
      % (barrier, depth))
print("INPUT: trap fraction = %.3f, sites in test cell = %d"
      % (trap.mean(), n_sites))

# Main law in one, two and three dimensions, along every axis
tau_binary = relative_times(T_main)
tau_broad = np.exp(1.5 * rng.standard_normal(n_sites))
print("Broad set: longest/shortest residence time = %.1f"
      % (tau_broad.max() / tau_broad.min()))
for shape in shapes:
    d = len(shape)
    bonds = lattice_bonds(shape)
    for name, tau in (("binary", tau_binary), ("broad", tau_broad)):
        predicted = 1 / (2 * d * tau.mean())
        found = np.array([diffusivity(bonds, 2 * d * tau, shape, ax)
                          for ax in range(d)])
        error = np.max(np.abs(found / predicted - 1))
        assert error < 2e-5, (shape, name, error)
        print("d=%d %-6s D eigenvalue = %.6f, formula = %.6f a^2/tau0"
              % (d, name, found[0], predicted))

# Time-dependent displacement in three dimensions
shape3 = shapes[2]
bonds3 = lattice_bonds(shape3)
tau = tau_binary
weight3 = 6 * tau
uniform = np.full(n_sites, 1 / n_sites)
late = expm(-generator(bonds3, weight3, np.zeros(3)) * 1e5).real @ uniform
equilibrium = tau / tau.sum()
assert np.allclose(late, equilibrium, rtol=1e-6, atol=0)


def displacement(t):
    """Mean-square displacement for equilibrium and uniform starts."""
    q_size, total = 3e-4, np.zeros(2)
    for axis in range(3):
        q = np.zeros(3)
        q[axis] = q_size
        U = expm(-generator(bonds3, weight3, q) * t)
        for s, start in enumerate((equilibrium, uniform)):
            total[s] += 2 * (1 - (U @ start).sum().real) / q_size ** 2
    return total


times = [0.01, 1.0, 10.0, 100.0, 1000.0, 3000.0, 4000.0]
msd = np.array([displacement(t) for t in times])
print("Displacement at 1200 K, d=3; tau0 = ordinary residence time")
for t, (from_eq, from_uniform) in zip(times, msd):
    # finite-q truncation and roundoff both stay below this tolerance
    assert abs(from_eq * tau.mean() / t - 1) < 1e-4
    print("t = %7.2f tau0: MSD equilibrium = %.5f, uniform = %.5f a^2"
          % (t, from_eq, from_uniform))
early_slope = msd[0, 1] / times[0]
late_slope = (msd[-1, 1] - msd[-2, 1]) / (times[-1] - times[-2])
assert abs(early_slope / np.mean(1 / tau) - 1) < 1e-3
assert abs(late_slope * tau.mean() - 1) < 1e-4
print("Uniform start: early slope = %.4f, late slope = %.4f a^2/tau0"
      % (early_slope, late_slope))

# Physical values and apparent activation energy


def physical_diffusivity(T):
    """D in nm^2/s from the eigenvalue, not from the mean-time law."""
    passage_rate = attempt * np.exp(-barrier / (KB * T))
    reduced = diffusivity(bonds3, 6 * relative_times(T), shape3)
    return hop_nm ** 2 * 6 * passage_rate * reduced


for T in (1000.0, T_main, 1400.0):
    ratio = relative_times(T)
    tau0 = 1 / (6 * attempt * np.exp(-barrier / (KB * T)))
    mean_time = tau0 * ratio.mean()
    D_formula = hop_nm ** 2 / (6 * mean_time)
    assert abs(physical_diffusivity(T) / D_formula - 1) < 2e-5
    occupation = ratio[trap].sum() / ratio.sum()
    beta, delta = 1 / (KB * T), 2e-3 / (KB * T)
    logs = [np.log(physical_diffusivity(1 / (KB * b)))
            for b in (beta - delta, beta + delta)]
    slope_energy = -(logs[1] - logs[0]) / (2 * delta)
    formula_energy = barrier + depth * occupation
    assert abs(slope_energy - formula_energy) < 1e-3
    print("T = %.0f K: kT = %.5f eV, tau ordinary = %.4f ns, trap = %.3f ns"
          % (T, KB * T, tau0 * 1e9, tau0 * ratio.max() * 1e9))
    print("  mean tau = %.4f ns, slowing factor = %.3f"
          % (mean_time * 1e9, ratio.mean()))
    print("  D = %.4e nm^2/s = %.4e m^2/s"
          % (D_formula, D_formula * 1e-18))
    print("  trap occupation = %.4f, activation energy = %.4f eV"
          % (occupation, formula_energy))
    if T == T_main:
        weighted = tau0 * np.sum(ratio ** 2) / ratio.sum()
        D_weighted = hop_nm ** 2 / (6 * weighted)
        D_rate = hop_nm ** 2 * np.mean(1 / (tau0 * ratio)) / 6
        assert D_weighted < 0.5 * D_formula and D_rate > 2 * D_formula
        print("  occupancy-weighted tau = %.3f ns" % (weighted * 1e9))
        print("  wrong D: weighted tau %.4e, mean rate %.4e nm^2/s"
              % (D_weighted, D_rate))

# Irregular network: remove some passages along x from a square lattice
shape_net = (8, 8)
tail, head, step = lattice_bonds(shape_net)
removed = rng.choice(64, 12, replace=False)
keep = np.ones(len(tail), dtype=bool)
keep[removed] = False
net = (tail[keep], head[keep], step[keep])
degree = np.bincount(net[0], minlength=64) + np.bincount(net[1], minlength=64)
laplacian = generator(net, np.ones(64), np.zeros(2)).real
assert np.linalg.eigvalsh(laplacian)[1] > 1e-3       # connected network
dx = net[2][:, 0]
imbalance = (np.bincount(net[0], dx, minlength=64)
             - np.bincount(net[1], dx, minlength=64))
chi = np.linalg.lstsq(laplacian, imbalance, rcond=None)[0]
S = 2 * np.sum((dx + chi[net[1]] - chi[net[0]]) ** 2)
print("Irregular 2D network: removed passages = %d of %d, S/(2N a^2) = %.5f"
      % (len(removed), len(tail), S / 128))
for label, spread in (("equal", 0.0), ("random", 1.5)):
    tau_net = np.exp(spread * rng.standard_normal(64))
    found = diffusivity(net, degree * tau_net, shape_net)
    predicted = S / (2 * np.sum(degree * tau_net))
    plain = 1 / (4 * tau_net.mean())
    assert abs(found / predicted - 1) < 2e-5
    assert abs(found / plain - 1) > 0.05
    print("%-6s tau: D/weighted formula = %.6f, D/plain formula = %.4f"
          % (label, found / predicted, found / plain))

# Unequal saddles: identical residence times but a different diffusivity
shape_alt = (2, 2)
bonds_alt = lattice_bonds(shape_alt)
coordinates = np.array(np.unravel_index(bonds_alt[0], shape_alt)).T
along = np.argmax(bonds_alt[2], axis=1)
parity = coordinates[np.arange(len(along)), along] % 2
fast, slow = 1.0, 0.1
g_alt = np.where(parity == 0, fast, slow)
exit_rates = np.diag(generator(bonds_alt, np.ones(4), np.zeros(2), g_alt)).real
assert np.ptp(exit_rates) < 1e-12
D_alt = diffusivity(bonds_alt, np.ones(4), shape_alt, conductance=g_alt)
D_mean_time = 1 / (4 * np.mean(1 / exit_rates))
assert abs(D_alt / (2 * fast * slow / (fast + slow)) - 1) < 2e-5
assert D_alt < 0.5 * D_mean_time
print("Unequal saddles: fast rate = %.2f, slow rate = %.2f (fast rate = 1)"
      % (fast, slow))
print("  true D = %.5f, mean-time law = %.5f a^2 x fast rate"
      % (D_alt, D_mean_time))

print("tests ok")
```

Output:

```
INPUT: hop length = 0.50 nm, prefactor = 1.0e+13 1/s per passage
INPUT: ordinary barrier = 1.00 eV, extra trap depth = 0.50 eV
INPUT: trap fraction = 0.050, sites in test cell = 100
Broad set: longest/shortest residence time = 781.0
d=1 binary D eigenvalue = 0.069029, formula = 0.069029 a^2/tau0
d=1 broad  D eigenvalue = 0.223917, formula = 0.223917 a^2/tau0
d=2 binary D eigenvalue = 0.034515, formula = 0.034515 a^2/tau0
d=2 broad  D eigenvalue = 0.111958, formula = 0.111958 a^2/tau0
d=3 binary D eigenvalue = 0.023010, formula = 0.023010 a^2/tau0
d=3 broad  D eigenvalue = 0.074639, formula = 0.074639 a^2/tau0
Displacement at 1200 K, d=3; tau0 = ordinary residence time
t =    0.01 tau0: MSD equilibrium = 0.00138, uniform = 0.00950 a^2
t =    1.00 tau0: MSD equilibrium = 0.13806, uniform = 0.92713 a^2
t =   10.00 tau0: MSD equilibrium = 1.38059, uniform = 7.67725 a^2
t =  100.00 tau0: MSD equilibrium = 13.80588, uniform = 29.54083 a^2
t = 1000.00 tau0: MSD equilibrium = 138.05868, uniform = 153.93390 a^2
t = 3000.00 tau0: MSD equilibrium = 414.17518, uniform = 430.05057 a^2
t = 4000.00 tau0: MSD equilibrium = 552.23299, uniform = 568.10836 a^2
Uniform start: early slope = 0.9502, late slope = 0.1381 a^2/tau0
T = 1000 K: kT = 0.08617 eV, tau ordinary = 1.8265 ns, trap = 604.667 ns
  mean tau = 31.9685 ns, slowing factor = 17.502
  D = 1.3034e+06 nm^2/s = 1.3034e-12 m^2/s
  trap occupation = 0.9457, activation energy = 1.4729 eV
T = 1200 K: kT = 0.10341 eV, tau ordinary = 0.2640 ns, trap = 33.233 ns
  mean tau = 1.9125 ns, slowing factor = 7.243
  D = 2.1787e+07 nm^2/s = 2.1787e-11 m^2/s
  trap occupation = 0.8688, activation energy = 1.4344 eV
  occupancy-weighted tau = 28.909 ns
  wrong D: weighted tau 1.4413e+06, mean rate 1.4998e+08 nm^2/s
T = 1400 K: kT = 0.12064 eV, tau ordinary = 0.0663 ns, trap = 4.184 ns
  mean tau = 0.2722 ns, slowing factor = 4.104
  D = 1.5306e+08 nm^2/s = 1.5306e-10 m^2/s
  trap occupation = 0.7685, activation energy = 1.3843 eV
Irregular 2D network: removed passages = 12 of 128, S/(2N a^2) = 0.68859
equal  tau: D/weighted formula = 1.000000, D/plain formula = 0.7598
random tau: D/weighted formula = 1.000000, D/plain formula = 0.7404
Unequal saddles: fast rate = 1.00, slow rate = 0.10 (fast rate = 1)
  true D = 0.18182, mean-time law = 0.55000 a^2 x fast rate
tests ok
```
